**Binding threshold of a Koster–Slater impurity on a simple cubic lattice**

An impurity that lowers one site energy by V binds a state only if V > V_c = 2t/W ≈ 3.957 t, where −t is the nearest-neighbour matrix element and W ≈ 0.505462 is the Watson integral. The program computes W by Simpson's rule with an analytic tail. It asserts that the threshold agrees with linear solves on three hard-walled real-space lattices extrapolated to infinite size. For t = 0.50 eV and V = 3.0 eV, it asserts that the bound energy, impurity probability and neighbour amplitude agree with diagonalization of a finite lattice, and that a repulsive impurity gives the mirror energy. Further assertions cover a direct zone sum, the growth of the norm integral at the band centre as the broadening is reduced, and the limiting laws just above threshold. The output shows a bound energy of −3.552 eV with probability 0.773 on the impurity. It also shows how the depth below the band and the impurity probability grow with V/t.

## Check in Python

```python
"""
Koster-Slater impurity on an infinite simple cubic lattice.

H = -t * sum over ordered neighbour pairs |i><j|  -  V |0><0|,  t > 0, V > 0.
Result under test: a bound state exists only for V > Vc = 2 t / W, where
W = average over the zone of 1 / (3 - cos x - cos y - cos z), Vc = 3.957 t.

Symbols (energies in units of t unless a name ends in _eV):
  q      : the bound state lies q**2 below the lower band edge at -6
  g      : zone average of 1 / (band energy - E), at E = -6 - q**2
  slope  : dg/dE, the zone average of 1 / (band energy - E)**2
  weight : probability of finding the bound electron on the impurity site
"""
import numpy as np
import scipy.sparse as sp
from scipy.constants import e as elementary_charge
from scipy.integrate import quad, simpson
from scipy.optimize import brentq
from scipy.sparse.linalg import eigsh
from scipy.special import i0e


def g_below_band(q):
    """Laplace form of g; the long-time part uses time = 1/u**2."""
    d = q * q
    short = quad(lambda s: np.exp(-d * s) * i0e(2 * s)**3, 0, 1,
                 epsabs=1e-12, epsrel=1e-11)[0]

    def far(u):
        return 2 * np.exp(-d / u**2) * i0e(2 / u**2)**3 / u**3

    cut = min(5 * q + 1e-6, 0.5) if q > 0 else 0.5
    parts = [quad(far, a, b, epsabs=1e-12, epsrel=1e-11, limit=200)[0]
             for a, b in ((0, cut), (cut, 1))]
    return short + sum(parts)


def slope_below_band(q):
    """Laplace form of dg/dE, with time = x**2."""
    def f(x):
        return 2 * x**3 * np.exp(-(q * x)**2) * i0e(2 * x * x)**3
    top = 8 / q
    mid = min(2.0, top / 2)
    return sum(quad(f, a, b, epsabs=1e-11, epsrel=1e-10, limit=300)[0]
               for a, b in ((0, mid), (mid, top)))


def bound_state(v):
    """Root q of v*g = 1 and the impurity weight."""
    q = brentq(lambda y: g_below_band(y) - 1 / v, 0, 8, xtol=1e-13)
    return q, 1 / (v * v * slope_below_band(q))


def box_hamiltonian(half, v=0.0):
    """Real-space lattice with hard walls at distance half from the centre."""
    n = 2 * half - 1
    chain = sp.diags([-1.0, -1.0], [-1, 1], shape=(n, n))
    h = sp.kronsum(sp.kronsum(chain, chain), chain).tocsr()
    site = np.zeros(n**3)
    site[n**3 // 2] = -v
    return (h + sp.diags(site)).tocsr()


def lowest(half, v, count=1):
    h = box_hamiltonian(half, v)
    vals, vecs = eigsh(h, k=count, which='SA', ncv=40,
                       v0=np.ones(h.shape[0]))
    order = np.argsort(vals)
    return vals[order], vecs[:, order]


def box_edge_green(half):
    """Central element of (H0 + 6)^-1 by conjugate gradients."""
    h = box_hamiltonian(half)
    size = h.shape[0]
    a = (h + 6 * sp.identity(size)).tocsr()
    x = np.zeros(size)
    r = np.zeros(size)
    r[size // 2] = 1.0
    p = r.copy()
    rr = r @ r
    for _ in range(3000):
        ap = a @ p
        step = rr / (p @ ap)
        x += step * p
        r -= step * ap
        new = r @ r
        if new < 1e-22:
            break
        p = r + (new / rr) * p
        rr = new
    assert new < 1e-22
    return x[size // 2]


def show(label, value, unit="", digits=6):
    print(f"{label} = {value:.{digits}g} {unit}".rstrip())


# Watson integral: Simpson's rule with the power series of I0, plus a tail
split = 20.0
intervals = 800
s = np.linspace(0, split, intervals + 1)
term = np.ones_like(s)
bessel = np.ones_like(s)
for m in range(1, 90):
    term = term * (s / 2)**2 / m**2
    bessel = bessel + term
body = simpson((np.exp(-s) * bessel)**3, x=s)
tail = (2 * split**-0.5 + split**-1.5 / 4
        + 33 * split**-2.5 / 320) / (2 * np.pi)**1.5
watson = body + tail
v_crit = 2 / watson
assert abs(watson - 2 * g_below_band(0.0)) < 1e-6

# Threshold from real-space lattices, extrapolated to infinite size
halves = np.array([8, 16, 24])
box_g = np.array([box_edge_green(int(h)) for h in halves])
fit = np.column_stack([np.ones(3), 1.0 / halves, 1.0 / halves**3])
g_extrapolated = np.linalg.solve(fit, box_g)[0]
assert abs(g_extrapolated - watson / 2) < 1e-5

# Worked example
t_eV, V_eV, weak_eV = 0.50, 3.0, 1.5
v = V_eV / t_eV
q, weight = bound_state(v)
energy = -6 - q * q
neighbour = -(energy + v) / 6

# Infinite-lattice formulas against diagonalization in a box
vals, vecs = lowest(12, v, 2)
state = vecs[:, 0]
centre = state.size // 2
assert abs(vals[0] - energy) < 1e-7
assert vals[1] > -6
assert abs(state[centre]**2 - weight) < 1e-6
assert abs(state[centre + 1] / state[centre] - neighbour) < 1e-6

# Repulsive impurity: mirror state above the band
h_rep = box_hamiltonian(12, -v)
top = eigsh(h_rep, k=1, which='LA', ncv=40,
            v0=np.random.default_rng(1).normal(size=h_rep.shape[0]),
            return_eigenvectors=False)[0]
assert abs(top + energy) < 1e-7

# Either side of the threshold, in a finite box
below_ratio, above_ratio = 0.98, 1.10
e_weak = lowest(12, below_ratio * v_crit)[0][0]
e_strong = lowest(12, above_ratio * v_crit)[0][0]
assert e_weak > -6 and e_strong < -6

# g from a direct zone sum
c = np.cos(2 * np.pi * np.arange(64) / 64)
band = -2 * (c[:, None, None] + c[None, :, None] + c[None, None, :])
g_sum = np.mean(1 / (band - energy))
assert abs(g_sum - 1 / v) < 1e-9

# Inside the band the norm integral grows as 1/broadening
c = np.cos(np.pi * (np.arange(150) + 0.5) / 150)
band = -2 * (c[:, None, None] + c[None, :, None] + c[None, None, :])
broad = (0.2, 0.1)
norms = [np.mean(1 / (band**2 + b * b)) for b in broad]
assert 1.9 < norms[1] / norms[0] < 2.2

# Limiting laws just above the threshold
near = []
for ratio, tol in ((1.01, 0.05), (1.001, 0.005)):
    vn = ratio * v_crit
    qn, wn = bound_state(vn)
    q_law = 4 * np.pi * (1 / v_crit - 1 / vn)
    w_law = 8 * np.pi * q_law / vn**2
    assert abs(q_law**2 / qn**2 - 1) < tol
    assert abs(w_law / wn - 1) < tol
    near.append((ratio, qn**2, q_law**2, wn, w_law))

print("Watson integral")
show("Simpson part, s from 0 to 20", body, digits=7)
show("Simpson intervals", intervals)
show("tail, s above 20", tail, digits=6)
show("W", watson, digits=6)
show("critical V/t = 2/W", v_crit, digits=5)
print("Real-space check, walls at distance L sites")
for h, g in zip(halves, box_g):
    show(f"L = {h}: critical V/t", 1 / g, digits=6)
show("extrapolated critical V/t", 1 / g_extrapolated, digits=5)
show(f"L = 12, V = {below_ratio:.2f} Vc: lowest E/t", e_weak)
show(f"L = 12, V = {above_ratio:.2f} Vc: lowest E/t", e_strong)
print("Worked example")
show("hopping t", t_eV, "eV")
show("impurity depth V", V_eV, "eV")
show("V/t", v)
show("lower band edge", -6 * t_eV, "eV")
show("critical depth Vc", v_crit * t_eV, "eV", 5)
show("critical depth Vc", v_crit * t_eV * elementary_charge, "J", 5)
show("q", q)
show("bound energy E", energy * t_eV, "eV")
show("bound energy E", energy * t_eV * elementary_charge, "J", 5)
show("depth below band", q * q * t_eV, "eV")
show("dg/dE times t^2", slope_below_band(q))
show("weight on impurity", weight, digits=5)
show("neighbour/impurity amplitude", neighbour, digits=5)
show("weight on six neighbours", 6 * neighbour**2 * weight, digits=5)
show("box E (L = 12)", vals[0] * t_eV, "eV")
show("box impurity weight", state[centre]**2, digits=5)
show("repulsive box E", top * t_eV, "eV")
show("weak impurity V", weak_eV, "eV")
show("weak V times g at band edge", weak_eV / t_eV / v_crit, digits=4)
print("V/t, depth/t, impurity weight")
for vt in (4.0, 4.5, 5.0, 6.0, 8.0):
    qt, wt = bound_state(vt)
    print(f"{vt:.1f}  {qt * qt:.5g}  {wt:.4g}")
print("V/Vc, depth/t, law, weight, law")
for row in near:
    print("  ".join(f"{x:.4g}" for x in row))
print("Norm integral times t^2 at E = 0")
for b, n in zip(broad, norms):
    show(f"broadening {b} t", n, digits=4)
print("all tests passed")
```

Printed output:

```
Watson integral
Simpson part, s from 0 to 20 = 0.4768856
Simpson intervals = 800
tail, s above 20 = 0.0285763
W = 0.505462
critical V/t = 2/W = 3.9568
Real-space check, walls at distance L sites
L = 8: critical V/t = 4.09819
L = 16: critical V/t = 4.02606
L = 24: critical V/t = 4.00268
extrapolated critical V/t = 3.9568
L = 12, V = 0.98 Vc: lowest E/t = -5.97941
L = 12, V = 1.10 Vc: lowest E/t = -6.07799
Worked example
hopping t = 0.5 eV
impurity depth V = 3 eV
V/t = 6
lower band edge = -3 eV
critical depth Vc = 1.9784 eV
critical depth Vc = 3.1697e-19 J
q = 1.05068
bound energy E = -3.55196 eV
bound energy E = -5.6909e-19 J
depth below band = 0.551959 eV
dg/dE times t^2 = 0.0359347
weight on impurity = 0.77301
neighbour/impurity amplitude = 0.18399
weight on six neighbours = 0.157
box E (L = 12) = -3.55196 eV
box impurity weight = 0.77301
repulsive box E = 3.55196 eV
weak impurity V = 1.5 eV
weak V times g at band edge = 0.7582
V/t, depth/t, impurity weight
4.0  0.0011659  0.0531
4.5  0.13611  0.4315
5.0  0.40079  0.6086
6.0  1.1039  0.773
8.0  2.7896  0.8902
V/Vc, depth/t, law, weight, law
1.01  0.0009796  0.0009888  0.04881  0.04948
1.001  1.006e-05  1.007e-05  0.005076  0.005083
Norm integral times t^2 at E = 0
broadening 0.2 t = 2.149
broadening 0.1 t = 4.39
all tests passed
```
